# Effective sample count and standard error of a short energy series

## Question

A model cell is simulated by molecular dynamics with a thermostat at 300 K. After equilibration its potential energy, measured from the potential minimum, is recorded every $\Delta t=50$ fs. The $N=20$ values, in meV and in time order, are

| Frames | Energies (meV) |
|---|---|
| 1–5 | 692, 690, 523, 641, 479 |
| 6–10 | 609, 835, 912, 1157, 922 |
| 11–15 | 720, 570, 472, 682, 715 |
| 16–20 | 765, 934, 918, 878, 863 |

The series $E_1,\dots,E_N$ is stationary: its true mean $\mu$ and true variance $\sigma^2$ do not depend on time, and the correlation of two frames depends on their separation alone,

$$\langle (E_i-\mu)(E_j-\mu)\rangle=\sigma^2\rho_{|i-j|},\qquad \rho_0=1 .$$

Angle brackets denote an average over many independent runs. The autocorrelation time is known to be $\tau=100$ fs, in the sense that

$$\rho_k=a^k,\qquad a=e^{-\Delta t/\tau}.$$

The effective sample count $N_{\rm eff}$ of the sample mean $\bar E=\frac1N\sum_iE_i$ is defined by $\mathrm{Var}(\bar E)=\sigma^2/N_{\rm eff}$.

**(a)** Derive $N_{\rm eff}$ for any $N\ge2$, without assuming a long series.

**(b)** Evaluate it for these data, and compare it with its long-series limits.

**(c)** The variance $\sigma^2$ is not given. Find an unbiased estimate of $\mathrm{Var}(\bar E)$ from the series, and state the mean energy with its standard error.

**(d)** The data came from 60 equal, independent harmonic modes under strongly damped Langevin dynamics, in which each coordinate has the correlation $e^{-t/\tau_x}$ with $\tau_x=200$ fs. Show that this agrees with the stated $\tau$, find the true $\mu$ and $\sigma$, and judge the answer to (c).

**(e)** Would ten times as many frames over the same $N\Delta t$ help? Is the decay time sufficient information if the correlation oscillates?

## Model answers

### (a) The effective sample count

The deviation of the mean is $\bar E-\mu=\frac1N\sum_i(E_i-\mu)$. Squaring and averaging gives

$$\mathrm{Var}(\bar E)=\frac{\sigma^2}{N^2}\sum_{i=1}^N\sum_{j=1}^N\rho_{|i-j|}.$$

There are $N$ terms with $i=j$. A separation $k\ge1$ occurs for $N-k$ pairs of frames, and each pair appears twice, as $(i,j)$ and as $(j,i)$. Therefore

$$\mathrm{Var}(\bar E)=\frac{\sigma^2}{N}\,g,\qquad g=1+2\sum_{k=1}^{N-1}\left(1-\frac kN\right)\rho_k,\qquad N_{\rm eff}=\frac Ng. \tag{1}$$

For $\rho_k=a^k$ we need $S=\sum_{k=1}^{N-1}(N-k)a^k$. The factor $N-k$ counts the integers $m$ from $k$ to $N-1$, so $S$ can be written as a sum of ordinary geometric sums:

$$S=\sum_{m=1}^{N-1}\sum_{k=1}^{m}a^k=\sum_{m=1}^{N-1}\frac{a(1-a^m)}{1-a}.$$

Summing over $m$ gives

$$S=\frac{a}{1-a}\left[N-1-\frac{a-a^N}{1-a}\right]=\frac{a}{1-a}\left[N-\frac{1-a^N}{1-a}\right],$$

where the last step uses $1+\frac{a-a^N}{1-a}=\frac{1-a^N}{1-a}$. Since $g=1+2S/N$ and $1+\frac{2a}{1-a}=\frac{1+a}{1-a}$,

$$g=\frac{1+a}{1-a}-\frac{2a(1-a^N)}{N(1-a)^2}. \tag{2}$$

Two limits show what this means. If $\Delta t\gg\tau$, then $a\to0$ and $g\to1$: the frames are uncorrelated and $N_{\rm eff}\to N$. If $\tau$ is much longer than the whole series, every $\rho_k\to1$, and (1) gives $g\to1+2\sum_{k=1}^{N-1}(1-k/N)=1+(N-1)=N$. Then $N_{\rm eff}\to1$: the whole series is worth one frame.

### (b) The number for this series

Here $a=e^{-0.5}=0.60653$ and $a^{20}=4.54\times10^{-5}$. The two terms of (2) are

$$\frac{1.60653}{0.39347}=4.083,\qquad \frac{2(0.60653)(1-4.54\times10^{-5})}{20\,(0.39347)^2}=0.392,$$

so that

$$g=4.083-0.392=3.691,\qquad N_{\rm eff}=\frac{20}{3.691}=5.42 .$$

For a long series, $N\Delta t\gg\tau$, the second term of (2) is negligible. Multiplying numerator and denominator by $e^{\Delta t/2\tau}$ then gives

$$N_{\rm eff}\to N\,\frac{1-a}{1+a}=N\tanh\frac{\Delta t}{2\tau}.$$

If the frames are also closely spaced, $\Delta t\ll\tau$, the hyperbolic tangent may be replaced by its argument:

$$N_{\rm eff}\to\frac{N\Delta t}{2\tau}.$$

The factor 2 arises because a frame is correlated with both earlier and later frames. For the present data these limits give 4.90 and 5.00, which are 10% and 8% below the full result. The finite-length term raises $N_{\rm eff}$ because frames near the ends of the series have correlated neighbours missing on one side.

### (c) The standard error

Let $v=\frac1N\sum_i(E_i-\bar E)^2$. Its expectation is smaller than $\sigma^2$, because deviations are taken from the sample mean, which follows the data. To find the deficit, write $E_i-\bar E=(E_i-\mu)-(\bar E-\mu)$ and expand the square:

$$v=\frac1N\sum_i(E_i-\mu)^2-2(\bar E-\mu)\frac1N\sum_i(E_i-\mu)+(\bar E-\mu)^2 .$$

The remaining sum in the middle term, divided by $N$, is $\bar E-\mu$. The last two terms therefore combine to $-(\bar E-\mu)^2$, and

$$\langle v\rangle=\sigma^2-\frac{\sigma^2}{N_{\rm eff}}=(N_{\rm eff}-1)\,\frac{\sigma^2}{N_{\rm eff}} .$$

The last factor is the required variance of the mean. An unbiased estimate of it is thus

$$\mathrm{SE}^2=\frac{v}{N_{\rm eff}-1}. \tag{3}$$

This step requires $N_{\rm eff}$ to be known independently of the data, as it is here. It does not require Gaussian energies. For uncorrelated frames $N_{\rm eff}=N$, and (3) becomes $s^2/N$ with the usual $s^2=\frac{1}{N-1}\sum_i(E_i-\bar E)^2$. When $N_{\rm eff}$ approaches 1, both $v$ and the denominator tend to zero. Equation (3) still holds, but the small variation within the series is then multiplied by a large factor, which is only as reliable as the assumed correlation.

The data give $\bar E=748.85$ meV and $\sum_i(E_i-\bar E)^2=600\,263$ meV², hence $v=30\,013$ meV² and

$$\mathrm{SE}=\sqrt{\frac{30\,013}{5.418-1}}\ \text{meV}=82\ \text{meV}.$$

The result is $\bar E=749\pm82$ meV, or $0.75\pm0.08$ eV.

Treating the frames as independent would give $s/\sqrt N=177.7/\sqrt{20}=40$ meV, too small by a factor of 2.07 relative to (3). Using $s/\sqrt{N_{\rm eff}}$ gives 76 meV. That expression corrects the number of samples, but it keeps an $s^2$ whose divisor $N-1$ removes the bias for uncorrelated frames, not for the positively correlated frames here. The ratio of its square to (3) is

$$\frac{s^2/N_{\rm eff}}{v/(N_{\rm eff}-1)}=\frac{N}{N-1}\,\frac{N_{\rm eff}-1}{N_{\rm eff}},$$

which tends to 1 when both $N$ and $N_{\rm eff}$ are large.

### (d) Comparison with the known model

Scale each coordinate $x$ to unit variance, so that a mode has energy $\frac12k_BT\,x^2$. In strongly damped Langevin dynamics, the coordinate a time $t$ later is

$$x'=cx+\sqrt{1-c^2}\,\xi,\qquad c=e^{-t/\tau_x},$$

where $\xi$ is an independent Gaussian number of zero mean and unit variance. The cross term in $x'^2$ averages to zero, and $\langle x^4\rangle=3$. Hence

$$\langle x^2x'^2\rangle=3c^2+(1-c^2)=1+2c^2 .$$

Subtracting $\langle x^2\rangle\langle x'^2\rangle=1$ leaves a covariance $2c^2$. At $t=0$ it is 2, so the normalized energy correlation is $c^2=e^{-2t/\tau_x}$. The energy therefore has $\tau=\tau_x/2=100$ fs, as stated. Equal independent modes add their covariances, which leaves the normalized correlation unchanged. The exponential form of $c$ holds only when the friction $\gamma$ far exceeds the angular frequency $\omega$ of the mode, and then $\tau_x=\gamma/\omega^2$. For a 300 cm$^{-1}$ mode, $\tau_x=200$ fs needs $\gamma\approx640$ ps$^{-1}$, far above the 1–10 ps$^{-1}$ common in molecular dynamics. With such weak friction $c$ oscillates, so the energy correlation $c^2$ is not a single exponential and (1) must be used instead of (2).

One mode has mean energy $\frac12k_BT$ and variance $(\frac12k_BT)^2\times2=\frac12(k_BT)^2$. With $k_BT=25.852$ meV, the 60 modes give

$$\mu=30\,k_BT=775.6\ \text{meV},\qquad \sigma=\sqrt{30}\,k_BT=141.6\ \text{meV}.$$

The sample mean is 27 meV below $\mu$, which is 0.32 of the estimated standard error. The true standard deviation of the mean is $141.6/\sqrt{5.418}=61$ meV, however, so the estimate of 82 meV is 35% too high relative to it. This particular series happened to fluctuate more than average: $s=178$ meV, against $\sigma=142$ meV.

With so few effective samples, an overestimate at least this large is unusual but not extreme: it occurs in about 6% of such runs. In 40,000 independent runs of 20 frames, simulated with the update rule above, the estimated SE had a spread of 23% relative to its own average. That average was 0.975 of the true value. The estimate is low on average, although its square is unbiased, because

$$\langle\mathrm{SE}\rangle^2=\langle\mathrm{SE}^2\rangle-\mathrm{Var}(\mathrm{SE}).$$

The interval $\bar E\pm\mathrm{SE}$ contained $\mu$ in 66% of the runs, close to the 68% of a Gaussian mean with known variance. The interval based on independent frames contained it in 36%.

This error covers sampling alone. If the forces come from a learned potential, an error in that potential can shift $\mu$ itself, and such a shift is not included in SE.

### (e) Denser frames and oscillating correlations

With 200 frames spaced by 5 fs, $N\Delta t$ is still 1000 fs, and (2) gives $N_{\rm eff}=5.55$ instead of 5.42. The change is only about 2.5%, since the added frames largely repeat their neighbours. Even this small gain comes from the time between the first and last frames, which grows from $19\times50=950$ fs to $199\times5=995$ fs. Filling only the gaps between the original end frames gives 191 frames, for which (2) yields $N_{\rm eff}=5.33$, slightly less than 5.42. A longer run is what helps: for $N\Delta t\gg\tau$ at fixed spacing, $N_{\rm eff}$ grows in proportion to the run length, and the true standard error falls as its inverse square root.

The decay time is not sufficient if the correlation oscillates. As an illustration, take

$$\rho_k=a^k\cos\frac{2\pi k\Delta t}{P},\qquad P=200\ \text{fs},$$

with the original 20 frames and the same $\tau$. Since $\Delta t=P/4$, the values are $1,0,-a^2,0,a^4,\dots$. The correlation of largest magnitude between different frames, $-a^2=-0.37$, is now negative, so a deviation in one frame tends to be partly cancelled two frames later. Inserting these values in (1) gives $N_{\rm eff}=39.9$, more than the number of frames. This is no contradiction: $N_{\rm eff}$ is a ratio of variances, not a count of frames that are actually independent. The harmonic model of (d) cannot show this behaviour, because its energy correlation is a square, $c^2\ge0$.

For a correlation that is not a single exponential, (2) must be replaced by the sum in (1). Equation (3) remains valid with the resulting $N_{\rm eff}$, provided that it exceeds 1.
